# The Weak-Field Hall Coefficient of Coexisting Electrons and Holes

## A single carrier, and why two are different

Let a bar contain only holes, with density \(p\), charge \(+e\) (\(e>0\)) and mobility \(\mu_h\). The current flows along \(x\), and the magnetic field \(B\) points along \(z\). Suppose that all holes have the same relaxation time and hence the same drift velocity. No current can leave through the sides, so the transverse force on a hole moving with this velocity must vanish:
\[
e(E_y-v_xB)=0,\qquad E_y=v_xB .
\]
Since \(j_x=pev_x\), the Hall coefficient is
\[
R\equiv\frac{E_y}{j_xB}=\frac{1}{pe}.
\]
The mobility has dropped out. For electrons alone, with density \(n\), \(j_x=-nev_x\) and \(R=-1/(ne)\).

Now let both carriers be present. In a weak magnetic field, holes drift with \(v_x=\mu_hE_x\) and need \(E_y=\mu_hBE_x\) for transverse balance. Electrons drift with \(v_x=-\mu_eE_x\) and need \(E_y=-\mu_eBE_x\). One field cannot meet both demands. The open sides require only that the total transverse current vanish, and the mobilities then remain in the answer.

## Assumptions and theorem

SI units are used, and mobilities are positive. The assumptions are:

1. Both bands are parabolic and isotropic, and each carrier has a relaxation time \(\tau\) independent of energy. Transport is classical and linear in the electric field.
2. Electrons and holes do not drag one another.
3. Both densities are uniform and keep their equilibrium values, and the temperature is uniform (isothermal Hall coefficient; the transverse pair flow of Lemma 3 carries the gap energy, and the temperature gradient it can set up is neglected).
4. The total transverse current density is zero, \(j_y=0\).

Define
\[
S=p\mu_h+n\mu_e,\qquad Q=p\mu_h^2-n\mu_e^2 .
\]

**Theorem.** Under assumptions 1–4,
\[
R(B)=\frac{Q+(p-n)\mu_h^2\mu_e^2B^2}
{e\left[S^2+(p-n)^2\mu_h^2\mu_e^2B^2\right]} .
\tag{1}
\]
In the weak-field limit, \(\mu_hB\ll1\) and \(\mu_eB\ll1\), this tends to
\[
R_0=\frac{p\mu_h^2-n\mu_e^2}{e(p\mu_h+n\mu_e)^2},
\tag{2}
\]
and the leading correction is
\[
R-R_0\simeq\frac{(p-n)pn\,\mu_h^2\mu_e^2(\mu_h+\mu_e)^2B^2}{eS^4}.
\tag{3}
\]

## Lemma 1: the drift of one carrier

Let \(s=+1\) for holes and \(s=-1\) for electrons. A carrier of mass \(m\) and mobility \(\mu=e\tau/m\) has the drift velocity
\[
v_x=\frac{s\mu E_x+\mu^2BE_y}{1+\mu^2B^2},\qquad
v_y=\frac{s\mu E_y-\mu^2BE_x}{1+\mu^2B^2}.
\tag{4}
\]

**Proof.** In the steady state the Lorentz force balances the momentum lost in collisions:
\[
\frac{m\mathbf v}{\tau}=se(\mathbf E+\mathbf v\times\mathbf B).
\]
Because \(\mathbf v\times\mathbf B=(v_yB,-v_xB,0)\), multiplication by \(\tau/m\) gives
\[
v_x=s\mu(E_x+Bv_y),\qquad v_y=s\mu(E_y-Bv_x).
\]
Substitute each equation into the other and use \(s^2=1\):
\[
v_x=s\mu E_x+\mu^2BE_y-\mu^2B^2v_x,
\]
\[
v_y=s\mu E_y-\mu^2BE_x-\mu^2B^2v_y.
\]
Collecting the velocity terms on the left gives (4). ∎

The term \(-\mu^2BE_x\) is the source of the squared mobility. One factor \(\mu\) sets the drift along \(x\), and the second sets the response to the magnetic force on that drift. The term has no factor \(s\): reversing the charge reverses both the drift and the force per unit velocity. Electrons and holes are therefore deflected to the same side, where their electric currents oppose each other.

## Lemma 2: the open-circuit condition

Write \(j_x=\sigma_{xx}E_x+\sigma_{xy}E_y\) and \(j_y=-\sigma_{xy}E_x+\sigma_{xx}E_y\). Then
\[
R=\frac{\sigma_{xy}}{B(\sigma_{xx}^2+\sigma_{xy}^2)} .
\tag{5}
\]

**Proof.** A carrier of density \(N\) contributes \(seN\mathbf v\) to the current. Multiplying (4) by \(seN\) turns \(s\mu\) into \(\mu\) and \(\mu^2B\) into \(s\mu^2B\). Both components have the stated form, with
\[
\sigma_{xx}=e\left[\frac{p\mu_h}{1+\mu_h^2B^2}+\frac{n\mu_e}{1+\mu_e^2B^2}\right],
\]
\[
\sigma_{xy}=eB\left[\frac{p\mu_h^2}{1+\mu_h^2B^2}-\frac{n\mu_e^2}{1+\mu_e^2B^2}\right].
\]
The condition \(j_y=0\) gives \(E_y=(\sigma_{xy}/\sigma_{xx})E_x\). Hence
\[
j_x=\left(\sigma_{xx}+\frac{\sigma_{xy}^2}{\sigma_{xx}}\right)E_x
=\frac{\sigma_{xx}^2+\sigma_{xy}^2}{\sigma_{xx}}E_x .
\]
Dividing \(E_y\) by \(j_xB\) gives (5). ∎

## Proof of the theorem

Let \(D=(1+\mu_h^2B^2)(1+\mu_e^2B^2)\). Over this common denominator,
\[
\sigma_{xy}=\frac{eB}{D}\left[p\mu_h^2(1+\mu_e^2B^2)-n\mu_e^2(1+\mu_h^2B^2)\right]
\]
\[
\phantom{\sigma_{xy}}=\frac{eB}{D}\left[Q+(p-n)\mu_h^2\mu_e^2B^2\right].
\]

The sum of squares in (5) is the squared modulus of \(\sigma_{xx}+i\sigma_{xy}\). For each carrier
\[
\frac{\mu(1+is\mu B)}{1+\mu^2B^2}=\frac{\mu}{1-is\mu B},
\]
so that
\[
\sigma_{xx}+i\sigma_{xy}
=e\left[\frac{p\mu_h}{1-i\mu_hB}+\frac{n\mu_e}{1+i\mu_eB}\right]
=\frac{e\left[S+i(p-n)\mu_h\mu_eB\right]}{(1-i\mu_hB)(1+i\mu_eB)} .
\]
The squared modulus of the last denominator is \(D\). Therefore
\[
\sigma_{xx}^2+\sigma_{xy}^2=\frac{e^2}{D}\left[S^2+(p-n)^2\mu_h^2\mu_e^2B^2\right].
\]
Inserting both results in (5) cancels \(D\), one factor \(e\) and \(B\), which gives (1). Setting \(B\to0\) gives (2).

For the correction, put \(d=p-n\) and \(c=\mu_h^2\mu_e^2B^2\). Then
\[
e(R-R_0)=\frac{Q+dc}{S^2+d^2c}-\frac{Q}{S^2}
=\frac{dc\,(S^2-dQ)}{S^2(S^2+d^2c)} .
\]
The bracket in the numerator simplifies because
\[
S^2=p^2\mu_h^2+2pn\mu_h\mu_e+n^2\mu_e^2,
\]
\[
dQ=p^2\mu_h^2-pn\mu_e^2-pn\mu_h^2+n^2\mu_e^2,
\]
and their difference is \(S^2-dQ=pn(\mu_h+\mu_e)^2\). Replacing \(S^2+d^2c\) by \(S^2\) gives (3). This replacement is justified in a weak field. If \(p>n\), then \(|d|\le p\) and \(S\ge p\mu_h\), so \(d^2c/S^2\le(\mu_eB)^2\). If \(n>p\), the same argument gives \((\mu_hB)^2\). ∎

## Remarks on the theorem

**Weights.** Let \(\sigma_h=ep\mu_h\), \(\sigma_e=en\mu_e\), \(R_h=1/(pe)\) and \(R_e=-1/(ne)\). Then \(\sigma_h^2R_h=ep\mu_h^2\) and \(\sigma_e^2R_e=-en\mu_e^2\), so (2) can be written
\[
R_0=\frac{\sigma_h^2R_h+\sigma_e^2R_e}{(\sigma_h+\sigma_e)^2}.
\]
With one carrier absent, its counterpart's single-carrier value returns.

**Sign.** The coefficient \(R_0\) vanishes at \(p/n=(\mu_e/\mu_h)^2\). Its sign identifies neither the more numerous carrier nor the one that carries more current. Close to this ratio, correction (3) can be small in absolute terms and still exceed \(|R_0|\).

**Equal densities.** For \(p=n\), the field-dependent terms in (1) vanish, and
\[
R=\frac{n(\mu_h-\mu_e)(\mu_h+\mu_e)}{en^2(\mu_h+\mu_e)^2}
=\frac{\mu_h-\mu_e}{en(\mu_h+\mu_e)} .
\]
Within this model the result does not depend on \(B\). Its sign is that of the more mobile carrier.

**Strong field.** For \(p\ne n\), the terms in \(B^2\) dominate (1) at large \(B\), and \(R\to1/[e(p-n)]\). Formula (2), with its squared mobilities, holds as long as the \(B^2\) terms in (1) are small beside \(|Q|\) and \(S^2\). A weak field ensures this except near \(Q=0\), but for \(p\) close to \(n\) it remains true well beyond \(\mu B\approx1\). If \(Q\) and \(p-n\) have opposite signs, \(R\) changes sign at
\[
B_c=\frac{1}{\mu_h\mu_e}\sqrt{\frac{-Q}{p-n}} .
\]

## Lemma 3: what uniform densities require

To first order in \(B\), electrons and holes have the same transverse particle flux,
\[
F_0=-\frac{pn\mu_h\mu_e(\mu_h+\mu_e)BE_x}{S}.
\tag{6}
\]

**Proof.** To this order \(E_y=QBE_x/S\), and (4) gives \(v_y=s\mu E_y-\mu^2BE_x\). The hole flux is
\[
p\mu_h(E_y-\mu_hBE_x)=\frac{p\mu_hBE_x}{S}(Q-\mu_hS),
\]
with \(Q-\mu_hS=-n\mu_e(\mu_h+\mu_e)\). The electron flux is
\[
-n\mu_e(E_y+\mu_eBE_x)=-\frac{n\mu_eBE_x}{S}(Q+\mu_eS),
\]
with \(Q+\mu_eS=p\mu_h(\mu_h+\mu_e)\). Both equal (6). ∎

For positive \(B\) and \(E_x\), pairs move towards negative \(y\). They must recombine at that face and be generated at the opposite one. If the faces cannot do this fast enough, pairs accumulate, assumption 3 fails, and diffusion can alter the Hall field.

## Proposition: a sample of finite width

Let the sample occupy \(-w/2<y<w/2\). Replace assumption 3 by local neutrality, with the same small excess density \(\delta(y)\) for both carriers and a bulk recombination rate \(\delta/t\). The carriers are nondegenerate, so their diffusion constants are \(D_{h,e}=(k_BT/e)\mu_{h,e}\). Here \(R\) is defined by the electrostatic field averaged over the width; the response of contacts to a nonequilibrium pair density is not modelled. Define
\[
D_a=\frac{k_BT}{e}\,\frac{\mu_h\mu_e(p+n)}{S},\qquad L=\sqrt{D_at},\qquad u=\frac{w}{2L}.
\]
If no recombination occurs at the faces, then to leading order in \(B\)
\[
R=R_0+(R_b-R_0)\frac{\tanh u}{u},\qquad
R_b=\frac{p\mu_h-n\mu_e}{e(p+n)S}.
\tag{7}
\]
If recombination at the faces is so fast that \(\delta=0\) there, \(R=R_0\) at every width.

**Proof.** Both \(\delta\) and \(E_y\) are of first order in \(B\), so their products are dropped. With a prime for \(d/dy\), the particle fluxes are
\[
F_h=p\mu_h(E_y-\mu_hBE_x)-D_h\delta',
\]
\[
F_e=-n\mu_e(E_y+\mu_eBE_x)-D_e\delta'.
\]
Zero total current means \(F_h=F_e\equiv F\), hence
\[
E_y=\frac{QBE_x+(D_h-D_e)\delta'}{S}.
\tag{8}
\]
Put this into \(F_h\). The part without \(\delta'\) is \(F_0\) by Lemma 3. The coefficient of \(-\delta'\) is
\[
D_h-\frac{p\mu_h(D_h-D_e)}{S}=\frac{n\mu_eD_h+p\mu_hD_e}{S}=D_a .
\]
So \(F=F_0-D_a\delta'\). Steady continuity, \(F'=-\delta/t\), gives \(D_a\delta''=\delta/t\), whose general solution is
\[
\delta=A\sinh(y/L)+C\cosh(y/L).
\]

At inert faces \(F=0\), so \(\delta'(\pm w/2)=F_0/D_a\). Equal slopes at the two faces require \(C=0\), and then \(A=F_0L/(D_a\cosh u)\). The average slope is
\[
\langle\delta'\rangle=\frac{\delta(w/2)-\delta(-w/2)}{w}
=\frac{2A\sinh u}{w}=\frac{F_0}{D_a}\frac{\tanh u}{u}.
\]
Average (8) and divide by \(j_xB\), where \(j_x=eSE_x\) suffices at this order. The coefficient of \(\tanh u/u\) is
\[
\frac{(D_h-D_e)F_0}{eS^2BE_xD_a}
=-\frac{pn(\mu_h^2-\mu_e^2)}{e(p+n)S^2}.
\tag{9}
\]
Adding \(R_0=Q/(eS^2)\) to (9) gives the numerator
\[
(p+n)Q-pn(\mu_h^2-\mu_e^2)=p^2\mu_h^2-n^2\mu_e^2=(p\mu_h-n\mu_e)S
\]
over \(e(p+n)S^2\). This is \(R_b\), so (9) equals \(R_b-R_0\), and (7) follows.

For fast faces, \(\delta(\pm w/2)=0\) forces \(A=C=0\). Then \(\delta'=0\), and (8) gives \(R_0\). ∎

In an inert sample much narrower than \(L\), but still much wider than the screening length so that local neutrality holds, \(\tanh u/u\to1\), and the numerator contains first powers of the mobilities. In a wide one \(\tanh u/u\simeq1/u\), so the approach to \(R_0\) is slow. By (9), the width has no effect at this order when \(\mu_h=\mu_e\).

Equation (7) describes the electrostatic field, not necessarily a voltmeter reading. With \(\varphi\) the electrostatic potential, (8) shows that \(\varphi+(D_h-D_e)\delta/S\) obeys the equations of the uniform-density problem. Small ohmic Hall probes, which hold \(\delta=0\) at the metal and draw no current, read this combination and so give \(R_0\) at every width. For a finite recombination velocity \(v_s\) at both faces, the condition \(F=\pm v_s\delta\) at \(y=\pm w/2\) divides the second term of (7) by \(1+(v_sL/D_a)\tanh u\); faces are fast when \(v_s\tanh u\gg D_a/L\).

## Remark: energy-dependent relaxation times

Assumption 1 can be relaxed. Let \(\tau\) depend on the energy \(\varepsilon\), let \(f_0(\varepsilon)\) be the equilibrium distribution, and let \(\mathbf v\) now be the velocity of an individual carrier with momentum \(\mathbf P=m\mathbf v\). The linearized Boltzmann equation is
\[
se\,\mathbf E\cdot\mathbf v\,f_0'+se(\mathbf v\times\mathbf B)\cdot\frac{\partial f_1}{\partial\mathbf P}=-\frac{f_1}{\tau},\qquad f_0'=\frac{df_0}{d\varepsilon}.
\]
Try \(f_1=-f_0'\,m\mathbf v\cdot\mathbf g(\varepsilon)\). Derivatives of functions of energy are parallel to \(\mathbf v\) and drop out of the magnetic term, which becomes \(-sef_0'(\mathbf v\times\mathbf B)\cdot\mathbf g=sef_0'\,\mathbf v\cdot(\mathbf g\times\mathbf B)\). Since the equation must hold for every direction of \(\mathbf v\),
\[
\frac{m\mathbf g}{\tau(\varepsilon)}=se(\mathbf E+\mathbf g\times\mathbf B).
\]
Each energy obeys the force balance of Lemma 1. The particle flux \(\int\mathbf v f_1\) is \(N\langle\mathbf g\rangle\), where the average has weight \(-f_0'mv^2/3\), normalized by \(N\). To first order in \(B\), the drift mobility is \(\mu=e\langle\tau\rangle/m\), while \(\mu^2\) in the deflection term becomes
\[
\frac{e^2\langle\tau^2\rangle}{m^2}=r\mu^2,\qquad r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.
\]
The numerator of (2) is then \(r_hp\mu_h^2-r_en\mu_e^2\).

For a nondegenerate gas with constant mean free path, \(\tau\propto1/v\). With \(v\) in units of \(\sqrt{k_BT/m}\), the radial weight is \(v^4e^{-v^2/2}\). The integrals of \(v^k e^{-v^2/2}\) from zero to infinity are \(\sqrt{\pi/2}\), \(2\) and \(3\sqrt{\pi/2}\) for \(k=2,3,4\), so
\[
r=\frac{\sqrt{\pi/2}\;3\sqrt{\pi/2}}{2^2}=\frac{3\pi}{8}\approx1.178 .
\]

## Worked example

Take the round model values \(p=4\times10^{21}\ \mathrm{m^{-3}}\), \(n=10^{21}\ \mathrm{m^{-3}}\), \(\mu_h=0.05\) and \(\mu_e=0.15\ \mathrm{m^2/(V\,s)}\), with \(B=0.1\) T and \(E_x=100\) V/m. The larger of the products \(\mu B\) is 0.015, so the field is weak.

In SI units, \(S=(2.0+1.5)\times10^{20}=3.5\times10^{20}\) and \(Q=(1.00-2.25)\times10^{19}=-1.25\times10^{19}\). With \(eS=56.08\) S/m,
\[
R_0=\frac{-1.25\times10^{19}}{56.08\times3.5\times10^{20}}
=-6.37\times10^{-4}\ \mathrm{m^3/C}=-637\ \mathrm{cm^3/C}.
\]
Holes are four times as numerous and carry \(2.0/3.5=57\%\) of the current, yet the coefficient is negative. The threefold mobility of the electrons enters as a factor of nine, which outweighs the density ratio of four. At fixed \(n\), the sign would change at \(p/n=9\).

An independent average of velocity correlations along cyclotron orbits reproduces \(R_0\) at 0.001 T. At 0.1 T it gives \(R-R_0=1.123\times10^{-7}\ \mathrm{m^3/C}\), in agreement with (3); this is about 0.02% of \(|R_0|\) (about 0.09% if both carriers have a constant mean free path instead of a constant \(\tau\)). For constant \(\tau\) the sign changes at \(B_c=8.61\) T, where \(\mu_eB\approx1.3\) and the weak-field formula no longer applies. The value depends on the scattering law (about 7.6 T for a constant mean free path of both carriers) and presumes classical transport, \(\hbar eB/m\ll k_BT\), which is marginal there for light carriers: the ratio is about 0.8 at 300 K for \(m=0.05\) free-electron masses.

The pair flux from (6) has magnitude \(1.71\times10^{20}\ \mathrm{m^{-2}s^{-1}}\). At 300 K with a bulk lifetime of 1 μs, \(D_a=2.77\times10^{-3}\ \mathrm{m^2/s}\) and \(L=52.6\) μm. For inert faces the narrow limit is \(R_b=+1.78\times10^{-4}\ \mathrm{m^3/C}\), opposite in sign to \(R_0\). The averaged electrostatic field changes sign at a width of 99 μm; ohmic probes would still read \(R_0\). At 1 mm, \(u=9.5\) and
\[
R=\left(-6.37+\frac{8.15}{9.5}\right)\times10^{-4}=-5.51\times10^{-4}\ \mathrm{m^3/C},
\]
still 13% smaller in magnitude than \(R_0\). A numerical solution of the two flux balances agrees with (7), and with \(\delta=0\) at the faces it returns \(R_0\) even at 10 μm. At that width this requires \(v_s\gg2D_a/w\approx5.5\times10^4\) cm/s; at \(v_s=10^5\) cm/s the coefficient is only about \(0.54R_0\).

Finally, a constant mean free path for holes alone changes the numerator to \((1.178-2.25)\times10^{19}\) and the coefficient to \(-5.46\times10^{-4}\ \mathrm{m^3/C}\). In this example the scattering law alters the coefficient, and face recombination alters the averaged electrostatic field, by far more than the finite magnetic field of 0.1 T does; how much of the latter reaches a measured Hall voltage depends on the probes. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
hole density p = 4.000e+21 m^-3
electron density n = 1.000e+21 m^-3
hole mobility = 0.050 m^2/(V s)
electron mobility = 0.150 m^2/(V s)
magnetic field B = 0.100 T
longitudinal field E_x = 100.0 V/m
mu_h B = 0.0050, mu_e B = 0.0150 (no unit)
p mu_h^2 = 1.0000e+19 m/(V^2 s^2)
n mu_e^2 = 2.2500e+19 m/(V^2 s^2)
numerator difference = -1.2500e+19 m/(V^2 s^2)
p mu_h = 2.0000e+20 1/(m V s)
n mu_e = 1.5000e+20 1/(m V s)
S = 3.5000e+20 1/(m V s)
zero-field conductivity e S = 56.0762 S/m
R0, formula = -6.368887e-04 m^3/C = -636.89 cm^3/C
R, orbit average at 0.001 T = -6.368887e-04 m^3/C
holes alone 1/(pe) = 1.5604e-03 m^3/C
electrons alone -1/(ne) = -6.2415e-03 m^3/C
R, orbit average at B = -6.367764e-04 m^3/C
R(B)-R0, orbit average = 1.1230e-07 m^3/C
R(B)-R0, leading formula = 1.1230e-07 m^3/C
density ratio p/n at R0 = 0: 9.000
field where R changes sign = 8.607 T
Hall field E_y at B = -0.35704 V/m
transverse hole flux = -1.71405e+20 1/(m^2 s)
transverse electron flux = -1.71405e+20 1/(m^2 s)
flux, weak-field formula = -1.71429e+20 1/(m^2 s)
Hall factor, constant mean free path = 1.17810
R, that factor for holes only = -5.46146e-04 m^3/C
R, that factor for both = -7.50317e-04 m^3/C
temperature = 300.0 K
bulk lifetime = 1.00 microseconds
thermal voltage kT/e = 0.02585 V
ambipolar diffusion constant = 2.7699e-03 m^2/s
ambipolar diffusion length = 52.63 micrometres
R, narrow sample, inert faces = 1.78329e-04 m^3/C
inert faces, width 10 micrometres:
  R numeric = 1.7588e-04, formula = 1.7589e-04 m^3/C
inert faces, width 100 micrometres:
  R numeric = -2.0780e-06, formula = -2.0742e-06 m^3/C
inert faces, width 1000 micrometres:
  R numeric = -5.5112e-04, formula = -5.5108e-04 m^3/C
R, fast faces, width 10 micrometres = -6.36889e-04 m^3/C
width where R changes sign = 99.22 micrometres
```
